# Rayleigh wave speed at Poisson ratio 0.25, applied to porous films

## Question

I want to get Young's modulus of a porous low-k film from the speed of a surface acoustic wave. The film has a Poisson ratio of about 0.25, and I was told that the wave then travels at 0.9194 times the transverse sound speed. I would like to derive that number.

I know that the answer should come from

$$(2-s)^2=4\sqrt{1-s}\,\sqrt{1-qs},\qquad s=\frac{c^2}{c_T^2},\quad q=\frac{c_T^2}{c_L^2},$$

but I don't see where this comes from. When I square it I get a polynomial with several positive roots. Why may I keep one and discard the others? And does the result, derived for an infinitely deep solid, apply to a film 500 nm thick on silicon?

## Answer

Your equation says that a wave decaying into the solid can leave the surface free of force. The decay also selects the root. Whether the film counts as infinitely deep depends on its thickness relative to the wavelength.

### The two decaying parts

Take a homogeneous, isotropic, linearly elastic solid filling $z\ge 0$, with $z$ pointing down into it and a free surface at $z=0$. Its density is $\rho$ and its Lamé constants are $\lambda$ and $\mu$. The displacement obeys

$$\rho\,\ddot{\mathbf u}=(\lambda+\mu)\nabla(\nabla\cdot\mathbf u)+\mu\nabla^2\mathbf u .$$

Let all fields vary as $e^{i(kx-\omega t)}$, with real $k,\omega>0$ and $c=\omega/k$. The component $u_y$ decouples. If it decayed as $e^{-\kappa z}$, its surface traction would be $-\mu\kappa u_y$, which vanishes only for $u_y=0$. So we need $u_x$ and $u_z$ alone.

If $\nabla\times\mathbf u=0$, then $\nabla(\nabla\cdot\mathbf u)=\nabla^2\mathbf u$, and the equation becomes a wave equation with speed $c_L=\sqrt{(\lambda+2\mu)/\rho}$. If $\nabla\cdot\mathbf u=0$, the speed is $c_T=\sqrt{\mu/\rho}$. The decaying solutions $(u_x,u_z)$ of the two kinds are

$$A\,(ik,\,-\kappa_L)\,e^{-\kappa_L z},\qquad B\,(\kappa_T,\,ik)\,e^{-\kappa_T z}.$$

The first is the gradient of $Ae^{ikx-\kappa_L z}$. The second has divergence $ik\kappa_T-\kappa_T ik=0$. Each wave equation, $-\omega^2=c_{L,T}^2(\kappa_{L,T}^2-k^2)$, fixes a decay rate:

$$\kappa_L^2=k^2(1-qs),\qquad \kappa_T^2=k^2(1-s).$$

Since $\lambda=2\mu\nu/(1-2\nu)$,

$$q=\frac{\mu}{\lambda+2\mu}=\frac{1-2\nu}{2-2\nu}.$$

Both parts decay if $0<s<1$.

### No force on the surface

The shear traction is $\sigma_{xz}=\mu(\partial_z u_x+\partial_x u_z)$. At $z=0$ the longitudinal part contributes $-ik\kappa_L A$ from each term. The transverse part contributes $-\kappa_T^2B$ and $(ik)^2B=-k^2B$. Hence

$$2ik\kappa_L A+(k^2+\kappa_T^2)B=0. \tag{1}$$

The normal traction is $\sigma_{zz}=\lambda\nabla\cdot\mathbf u+2\mu\,\partial_z u_z$. At the surface

$$\nabla\cdot\mathbf u=(\kappa_L^2-k^2)A,\qquad \partial_z u_z=\kappa_L^2A-ik\kappa_T B .$$

Collecting terms,

$$\sigma_{zz}=\left[(\lambda+2\mu)(\kappa_L^2-k^2)+2\mu k^2\right]A-2i\mu k\kappa_T B .$$

The longitudinal wave equation gives $(\lambda+2\mu)(\kappa_L^2-k^2)=-\rho\omega^2$, and the transverse one gives $-\rho\omega^2=\mu(\kappa_T^2-k^2)$. The bracket is therefore $\mu(k^2+\kappa_T^2)$, and

$$(k^2+\kappa_T^2)A-2ik\kappa_T B=0. \tag{2}$$

Equations (1) and (2) have a nonzero solution when their determinant vanishes:

$$(2ik\kappa_L)(-2ik\kappa_T)-(k^2+\kappa_T^2)^2=0,$$

that is,

$$(k^2+\kappa_T^2)^2=4k^2\kappa_L\kappa_T .$$

Dividing by $k^4$ and using $k^2+\kappa_T^2=(2-s)k^2$ gives your equation. The wavenumber has cancelled: an ideal half-space has no length of its own, so the speed does not depend on wavelength.

### Solving it at $\nu=1/4$

Squaring gives $(2-s)^4=16(1-s)(1-qs)$, or

$$16-32s+24s^2-8s^3+s^4=16-16(1+q)s+16qs^2 .$$

The constants cancel, and a factor $s$ comes out:

$$s\left[s^3-8s^2+(24-16q)s-16(1-q)\right]=0 .$$

The root $s=0$ carries no motion. There $\kappa_L=\kappa_T=k$, and (1) gives $B=-iA$. The two parts then cancel: $u_x\propto ikA+kB=0$ and $u_z\propto -kA+ikB=0$.

For $\nu=1/4$ we have $q=(1/2)/(3/2)=1/3$. Multiplying the bracket by 3,

$$3s^3-24s^2+56s-32=(s-4)(3s^2-12s+8)=0 .$$

The quadratic has roots $s=(12\pm\sqrt{144-96})/6=2\pm2/\sqrt3$, so the three candidates are

$$s=0.8453,\qquad s=3.1547,\qquad s=4 .$$

The first is below 1, so both parts decay. Squaring could only have added a root for which the two original sides have opposite signs, and for $0<s<1$ both sides are positive. Direct substitution confirms it. With $s=2-2/\sqrt3$, the left side is $(2/\sqrt3)^2=4/3$. On the right,

$$(1-s)\left(1-\frac s3\right)=1-\frac{4s}{3}+\frac{s^2}{3}=\frac19,$$

because $3s^2=12s-8$ means $s^2/3=4s/3-8/9$. The right side is thus $4\times\frac13=\frac43$ as well. Therefore

$$\boxed{\,c=c_T\sqrt{2-\frac{2}{\sqrt3}}=0.9194\,c_T\,}$$

Could a surface wave exist with $s\ge1$? The transverse part would no longer decay, so we would need $B=0$. Equation (1) then requires $\kappa_LA=0$, which a decaying longitudinal part cannot satisfy unless $A=0$. There is one surface wave at this Poisson ratio.

### What the discarded roots mean

The other two roots describe bulk waves. For $s>3$ both decay rates are imaginary. Let a longitudinal wave come up to the surface and a transverse wave leave it. With the time factor $e^{-i\omega t}$ this means

$$\kappa_L=ip,\quad \kappa_T=-ir,\qquad p=k\sqrt{s/3-1},\quad r=k\sqrt{s-1}.$$

The product $\kappa_L\kappa_T$ becomes $pr$, and the surface is force-free if $(2-s)^2k^2=4pr$. At $s=4$, $pr=k^2$ and both sides are $4k^2$. At $s=2+2/\sqrt3$, the identity above gives $pr=k^2/3$ and both sides are $4k^2/3$.

At these two values an incoming longitudinal wave leaves wholly as a transverse wave, with no longitudinal reflection. Its angle from the surface normal follows from $\sin\theta=c_L/c=\sqrt{3/s}$: 60.0° for $s=4$ and 77.2° for $s=3.1547$.

### A second case: $\nu=0$

Here $q=1/2$, and the cubic again factors:

$$s^3-8s^2+16s-8=(s-2)(s^2-6s+4)=0 .$$

The root below 1 is $s=3-\sqrt5$, which is smaller than $2-2/\sqrt3$. So 0.9194 belongs to $\nu=1/4$ and is not a universal ratio.

### How the surface moves

From (1), $B=-2ik\kappa_LA/(k^2+\kappa_T^2)$. At $\nu=1/4$ we have $k^2+\kappa_T^2=2k^2/\sqrt3$ and $\kappa_L\kappa_T=k^2/3$. Inserting these and writing $u_x=iU$, $u_z=W$,

$$U=Ak\left[e^{-\kappa_Lz}-\frac{1}{\sqrt3}e^{-\kappa_Tz}\right],\qquad
W=A\kappa_L\left[\sqrt3\,e^{-\kappa_Tz}-e^{-\kappa_Lz}\right].$$

The decay rates are $\kappa_L=0.8475k$ and $\kappa_T=0.3933k$. At the surface

$$\frac WU=\frac{\kappa_L(\sqrt3-1)}{k(1-1/\sqrt3)}=\sqrt3\,\frac{\kappa_L}{k}=1.468,$$

so the vertical amplitude is about one and a half times the horizontal one. At $x=0$ the real displacements are $u_x=U\sin\omega t$ and $u_z=W\cos\omega t$. A surface point at its lowest position moves forward, and at its highest it moves backward. The horizontal motion changes sign at $z=\ln\sqrt3/(\kappa_L-\kappa_T)$. Since $W$ keeps its sign, the sense of rotation reverses below that depth.

### Numbers for a porous film

Take $E=8$ GPa, $\nu=0.25$ and $\rho=1.3$ g/cm³, rough typical values for a porous organosilicate dielectric, and a surface wavelength $\Lambda=300$ nm. Then

$$\mu=\frac{E}{2(1+\nu)}=\frac{8}{2.5}=3.20\ \text{GPa},$$

$$c_T=\sqrt{\frac{3.20\times10^9}{1300}}=1569\ \text{m/s},\qquad c=0.9194\,c_T=1442\ \text{m/s}.$$

The frequency is $c/\Lambda=4.81$ GHz. With $k=2\pi/\Lambda$, the longitudinal part falls by a factor $e$ in 56 nm and the transverse part in 121 nm. The horizontal motion reverses at 58 nm.

To extract the modulus from a measured speed, invert the relations:

$$E=2(1+\nu)\rho\,\frac{c^2}{s(\nu)} .$$

A relative error in speed enters twice to first order, and one in density enters once. Poisson's ratio matters less: for the same 1442 m/s and the same density, $\nu=0.20$ gives 7.82 GPa and $\nu=0.30$ gives 8.18 GPa, about 2% either side of 8 GPa.

### Is 500 nm deep enough?

For this we need the wave in a film on a substrate. At fixed $k$, its squared frequency is the lowest stationary value of

$$\omega^2=\frac{\int\left[\lambda(W'-kU)^2+2\mu(k^2U^2+W'^2)+\mu(U'+kW)^2\right]dz}{\int\rho\,(U^2+W^2)\,dz},$$

where $\lambda,\mu,\rho$ change at the interface and the displacement is continuous. I solved this with quadratic finite elements in depth, clamping the substrate far below the surface. Silicon was replaced by an isotropic solid with rough values $E=160$ GPa, $\nu=0.22$ and $\rho=2.33$ g/cm³. The film is 500 nm thick throughout, and the last column is what the half-space formula would return.

| $\Lambda$ (nm) | speed (m/s) | apparent $E$ (GPa) |
|---|---|---|
| 300 | 1443 | 8.01 |
| 1000 | 1669 | 10.7 |
| 3000 | 3298 | 41.8 |

At 300 nm the substrate raises the speed by 0.035% relative to the half-space value, which is negligible here. At 1000 nm the rise is 16%, and at 3000 nm the speed has more than doubled. In the last two rows the wave is faster than the film's own $c_T$, so the transverse part no longer decays inside the film and the half-space picture has failed.

For a thick film the leading correction is easy to understand. The slower-decaying part reaches the interface reduced by $e^{-\kappa_Th}$, and the response returns to the surface reduced by the same factor. The shift should therefore fall as $e^{-2\kappa_Th}$. At $\Lambda=300$ nm, going from $h=600$ to 700 nm should multiply it by 0.193, and the layered calculation also gives 0.193.

### Other corrections

These estimates are at $\Lambda=300$ nm, with speed shifts relative to the ideal half-space.

**A dense skin.** Plasma processing can leave a densified surface layer. For an assumed skin of 10 nm with $E=16$ GPa, $\nu=0.25$ and density 1.6 g/cm³ on a deep film, the same finite-element method gives a speed 1.8% higher. Read as a uniform film, that is an error of about 3.6% in $E$.

**Film stress.** A uniform in-plane tension $\sigma$ adds $\sigma\,\partial_x^2\mathbf u=-\sigma k^2\mathbf u$ to the force density. It adds no traction on the free surface to first order. The whole derivation survives with $\rho\omega^2$ replaced by $\rho\omega^2-\sigma k^2$, so

$$c^2=c_0^2+\frac{\sigma}{\rho},$$

where $c_0$ is the unstressed speed. An assumed 50 MPa raises the speed by 0.92%. This holds the elastic constants fixed. Their own change with stress is left out. It can be as large or larger and can have either sign, so 0.92% should not be used alone as a correction.

**Loss.** Give both moduli a loss tangent of 0.02, an assumed value, and hold their real parts and the frequency fixed. The complex speed is then $c_0\sqrt{1-0.02i}$. The phase speed changes by 0.015%, and the amplitude falls by a factor $e$ over 4.8 µm, or about 16 wavelengths.

**Pores.** Treating the film as homogeneous requires pores much smaller than the wavelength. For an assumed pore radius $a=1$ nm, $ka=0.02$ and $(ka)^2=4\times10^{-4}$. The square indicates the order of the correction from the interior of the film. At the free surface, a layer about one pore deep can differ in density and stiffness from the interior. It then acts like a thin skin, and its effect is of first order in $ka$. Both prefactors depend on the pore structure and are not calculated here.

### Compared with a real interconnect film

The modulus and density above are in the usual range for porous organosilicates, but 500 nm is thick: dielectric layers in advanced interconnects can be 100 nm or less. At $\Lambda=300$ nm, the finite thickness is then the largest source of error among those estimated here. The layered problem contains only the ratio $h/\Lambda$, so the table can be rescaled. Its second row also describes a 150 nm film at $\Lambda=300$ nm, and its third row a 50 nm film. In this model the half-space formula would return 10.7 and 41.8 GPa for a true 8 GPa. For such films one should fit the layered model to speeds measured at several wavelengths, with thickness and density measured separately. Poisson's ratio should be varied over its plausible range, because in a thin film it can affect the fitted modulus more than it does in the half-space formula. When much of the motion lies in the substrate, the layered model should also include silicon's cubic anisotropy, which I have neglected.

So, for a nearly isotropic film with $\nu\approx0.25$, use $0.9194\,c_T$ when the film is several transverse decay depths thick, its pores are far smaller than the wavelength, and its properties are uniform over the depth the wave samples.
